# Tensile stress in a bonded amorphous film that shrinks on crystallising: a numerical check

```python
"""
Result under test: a bonded film that would shrink isotropically by the volume
fraction D on crystallising acquires the biaxial tension
    sigma = M * D / 3,   M = E / (1 - nu),
for small strain, elastic response, a thick substrate and a stress-free start.
E: Young modulus, nu: Poisson ratio, M: biaxial modulus of the crystalline film.
Tension is positive. The energy calculation uses strain in percent and moduli
in GPa, so a stress in GPa*percent is multiplied by 10 to give MPa.
"""
import numpy as np
from scipy.optimize import minimize
from scipy.integrate import solve_ivp

# Given values and rough parameters of a germanium film on display glass
D = 0.01
M = 150.0                       # GPa
nu = 0.20
E = M * (1 - nu)                # GPa
h_film = 100e-9                 # m
h_sub = 0.5e-3                  # m
M_sub = 100.0                   # GPa
alpha_film, alpha_sub = 6.0e-6, 3.5e-6   # 1/K
T_anneal, T_room = 450.0, 20.0  # deg C
fracture_energy = 2.0           # J/m^2
band_width = 4.0                # relieved width / film thickness
C11, C12, C44 = 126.0, 44.0, 68.0        # GPa, rough germanium values

# Derived formulas
strain = D / 3
sigma = 1000 * M * strain       # MPa
thickness_strain = -strain * (1 + nu) / (1 - nu)

# Three-dimensional elastic energy with an isotropic free strain
lame = E * nu / ((1 + nu) * (1 - 2 * nu))
shear = E / (2 * (1 + nu))


def energy(total, free_strain):
    elastic = np.asarray(total) - free_strain
    return 0.5 * lame * elastic.sum()**2 + shear * (elastic**2).sum()


def relax(free_axes, free_strain, imposed=0.0):
    """Minimise the energy over free_axes; other axes keep the imposed strain."""
    def fill(values):
        total = np.full(3, imposed)
        total[free_axes] = values
        return total
    best = minimize(lambda v: energy(fill(v), free_strain),
                    np.zeros(len(free_axes)), method="BFGS")
    total = fill(best.x)
    stress = []
    for axis in range(3):
        step = np.zeros(3)
        step[axis] = 0.01
        slope = (energy(total + step, free_strain)
                 - energy(total - step, free_strain)) / 0.02
        stress.append(10 * slope)
    return total, np.array(stress), best.fun


free_percent = -100 * D / 3
total_bi, stress_bi, energy_bi = relax([2], free_percent)
assert np.allclose(stress_bi[:2], sigma, rtol=1e-5)
assert abs(stress_bi[2]) < 0.01
assert abs(total_bi[2] / 100 - thickness_strain) < 1e-7

# Finite contraction: actual cube root against the first-order strain
length_ratio = (1 - D)**(1 / 3)
free_linear = length_ratio - 1
sigma_stretch = 1000 * M * (1 / length_ratio - 1)
sigma_log = -1000 * M * np.log(length_ratio)
assert abs(-free_linear - strain) < D**2
assert abs(sigma_stretch / sigma - 1) < 0.01
assert abs(sigma_log / sigma - 1) < 0.01

# Two-layer plate, lengths in substrate thicknesses, moduli in M_sub
t = h_film / h_sub
m = M / M_sub
A = np.array([[1 + m * t, -0.5 + m * t**2 / 2],
              [-0.5 + m * t**2 / 2, 1 / 3 + m * t**3 / 3]])
load = -strain * m * np.array([t, t**2 / 2])
mid_strain, bend = np.linalg.solve(A, load)
sigma_plate = 1000 * M * (mid_strain + bend * t / 2 + strain)
loss_plate = 1 - sigma_plate / sigma
loss_formula = 4 * m * t
assert abs(loss_plate / loss_formula - 1) < 0.01
curvature = 6 * sigma * 1e6 * h_film / (M_sub * 1e9 * h_sub**2)
assert bend < 0                 # film side becomes concave
assert abs(-bend / h_sub / curvature - 1) < 0.005

# Cooling after crystallisation
dT = T_anneal - T_room
sigma_thermal = 1000 * M * (alpha_film - alpha_sub) * dT
_, stress_cold, _ = relax([2], free_percent - 100 * alpha_film * dT,
                          -100 * alpha_sub * dT)
assert abs(stress_cold[0] - sigma - sigma_thermal) < 0.02

# Orientation: full cubic stiffness tensor with a traction-free surface
I3 = np.eye(3)
C = (C12 * np.einsum("ij,kl->ijkl", I3, I3)
     + C44 * (np.einsum("ik,jl->ijkl", I3, I3)
              + np.einsum("il,jk->ijkl", I3, I3)))
for i in range(3):
    C[i, i, i, i] += C11 - C12 - 2 * C44


def biaxial_modulus(normal):
    n = np.array(normal, float)
    n /= np.linalg.norm(n)
    plane = I3 - np.outer(n, n)

    def stress_of(e):
        return np.einsum("ijkl,kl->ij", C, e)
    modes = [(np.outer(n, a) + np.outer(a, n)) / 2 for a in I3]
    matrix = np.column_stack([stress_of(e) @ n for e in modes])
    weights = np.linalg.solve(matrix, -stress_of(plane) @ n)
    e = plane + sum(w * mode for w, mode in zip(weights, modes))
    return np.trace(stress_of(e)) / 2


M100, M111 = biaxial_modulus([1, 0, 0]), biaxial_modulus([1, 1, 1])
bulk3 = C11 + 2 * C12
assert abs(M100 - (C11 + C12 - 2 * C12**2 / C11)) < 1e-9
assert abs(M111 - 6 * C44 * bulk3 / (bulk3 + 4 * C44)) < 1e-9

# Maxwell relaxation during crystallisation at a steady rate
relaxed = {}
for x in (0.1, 1.0):
    relaxed[x] = sigma * (1 - np.exp(-x)) / x
    run = solve_ivp(lambda s, y: sigma - x * y, (0, 1), [0.0],
                    rtol=1e-9, atol=1e-9)
    assert abs(run.y[0, -1] - relaxed[x]) < 1e-4

# Channel crack: one in-plane direction and the normal become free
_, stress_crack, energy_crack = relax([0, 2], free_percent)
assert abs(stress_crack[0]) < 0.01
density = (sigma * 1e6)**2 * (1 - nu**2) / (2 * E * 1e9)    # J/m^3
assert abs((energy_bi - energy_crack) * 1e5 / density - 1) < 1e-5
crack_drive = band_width * h_film * density
h_limit = fracture_energy / (band_width * density)

print("INPUTS")
print(f"volume contraction: {100*D:.2f} percent")
print(f"film biaxial modulus: {M:.1f} GPa")
print(f"Poisson ratio: {nu:.2f}")
print(f"Young modulus: {E:.1f} GPa")
print(f"film thickness: {h_film*1e9:.0f} nm")
print(f"substrate thickness: {h_sub*1e3:.2f} mm")
print(f"substrate biaxial modulus: {M_sub:.0f} GPa")
print("MAIN RESULT")
print(f"first-order linear contraction: {100*strain:.4f} percent")
print(f"cube-root linear contraction: {-100*free_linear:.4f} percent")
print(f"elastic tension, formula: {sigma:.2f} MPa")
print(f"elastic tension, energy minimum: {stress_bi[0]:.2f} MPa")
print(f"thickness strain = bonded volume change: {100*thickness_strain:.3f} percent")
print(f"tension, finite stretch: {sigma_stretch:.2f} MPa")
print(f"tension, logarithmic strain: {sigma_log:.2f} MPa")
print(f"wrong: volume strain used as linear: {1000*M*D:.0f} MPa")
print(f"wrong: Young modulus used: {1000*E*strain:.0f} MPa")
print("NEGLECTED EFFECTS")
print(f"stress lost to substrate compliance: {sigma*loss_plate:.2f} MPa")
print(f"fractional loss, plate: {100*loss_plate:.4f} percent")
print(f"fractional loss, formula: {100*loss_formula:.4f} percent")
print(f"Stoney curvature: {curvature:.5f} 1/m")
print(f"two-layer plate curvature: {-bend/h_sub:.5f} 1/m")
print(f"radius of curvature: {1/curvature:.1f} m")
print(f"film expansion coefficient: {alpha_film*1e6:.1f} ppm/K")
print(f"glass expansion coefficient: {alpha_sub*1e6:.1f} ppm/K")
print(f"anneal and room temperature: {T_anneal:.0f}, {T_room:.0f} deg C")
print(f"cooling interval: {dT:.0f} K")
print(f"added thermal tension: {sigma_thermal:.1f} MPa")
print(f"tension after cooling: {sigma+sigma_thermal:.1f} MPa")
print(f"cubic constants C11, C12, C44: {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"biaxial modulus (100), (111): {M100:.1f}, {M111:.1f} GPa")
print(f"tension (100), (111): {1000*M100*strain:.0f}, {1000*M111*strain:.0f} MPa")
for x, value in relaxed.items():
    print(f"tension if t_c/tau = {x:.1f}: {value:.1f} MPa")
print(f"stress per 0.1 percent in-plane strain: {1000*M*0.001:.0f} MPa")
print(f"energy density released by channel: {density/1e6:.3f} MJ/m^3")
print(f"assumed relieved width: {band_width:.0f} film thicknesses")
print(f"energy per crack area: {crack_drive:.3f} J/m^2")
print(f"rough fracture energy: {fracture_energy:.1f} J/m^2")
print(f"estimated cracking thickness: {h_limit*1e9:.0f} nm")
print("PASS")
```

It prints:

```
INPUTS
volume contraction: 1.00 percent
film biaxial modulus: 150.0 GPa
Poisson ratio: 0.20
Young modulus: 120.0 GPa
film thickness: 100 nm
substrate thickness: 0.50 mm
substrate biaxial modulus: 100 GPa
MAIN RESULT
first-order linear contraction: 0.3333 percent
cube-root linear contraction: 0.3345 percent
elastic tension, formula: 500.00 MPa
elastic tension, energy minimum: 500.00 MPa
thickness strain = bonded volume change: -0.500 percent
tension, finite stretch: 503.36 MPa
tension, logarithmic strain: 502.52 MPa
wrong: volume strain used as linear: 1500 MPa
wrong: Young modulus used: 400 MPa
NEGLECTED EFFECTS
stress lost to substrate compliance: 0.60 MPa
fractional loss, plate: 0.1199 percent
fractional loss, formula: 0.1200 percent
Stoney curvature: 0.01200 1/m
two-layer plate curvature: 0.01199 1/m
radius of curvature: 83.3 m
film expansion coefficient: 6.0 ppm/K
glass expansion coefficient: 3.5 ppm/K
anneal and room temperature: 450, 20 deg C
cooling interval: 430 K
added thermal tension: 161.3 MPa
tension after cooling: 661.3 MPa
cubic constants C11, C12, C44: 126, 44, 68 GPa
biaxial modulus (100), (111): 139.3, 179.7 GPa
tension (100), (111): 464, 599 MPa
tension if t_c/tau = 0.1: 475.8 MPa
tension if t_c/tau = 1.0: 316.1 MPa
stress per 0.1 percent in-plane strain: 150 MPa
energy density released by channel: 1.000 MJ/m^3
assumed relieved width: 4 film thicknesses
energy per crack area: 0.400 J/m^2
rough fracture energy: 2.0 J/m^2
estimated cracking thickness: 500 nm
PASS
```
